# Core Eigenvalues and the Continuation of the Potential Beyond the Sphere, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Finite continuations and the tail-weighted formula

The Na 2p level of the NaCl molecule, solved radially in the spherical part of the LDA potential about Na, has 2.05 % of its norm outside a sphere of radius $R=2.0$ bohr. If the potential beyond $R$ is replaced by the constant $V(R)$, the level falls by 2.51 mHa (0.068 eV). If the orbital is instead forced to vanish at $R$, the level rises by 80.4 mHa (2.19 eV). These values are for the def2-TZVP density, and a larger basis changes them by about 1 % or less. The potential inside the sphere is the same in both cases, yet the shifts have opposite signs and differ in size by a factor of 32. The first shift is a tail-weighted potential difference. The second is not, since a wall is an infinite potential difference, and it needs a boundary formula of its own.

### Setting and conventions

Hartree atomic units are used. The treatment is non-relativistic and the potential is held fixed, so the response of the density to the changed core orbital is left out. A core state is $r^{-1}u(r)Y_{lm}$ with

$$-\tfrac12u''+\Big[\frac{l(l+1)}{2r^2}+V(r)\Big]u=\varepsilon u,\qquad u\sim r^{l+1}\ \ (r\to0). \tag{1}$$

In an LAPW calculation the spherical potential about an atom is given for $r\le R$. A rule that supplies $V$ for $r>R$, or a boundary condition at $R$, is called a continuation. A prime is $d/dr$ and a dot is $\partial/\partial\varepsilon$. For a bound state normalized by $\int_0^\infty u^2dr=1$,

$$Q=\int_R^\infty u^2dr,\qquad D=\frac{u'(R)}{u(R)},\qquad \kappa^2=2\,[V(R)-\varepsilon]+\frac{l(l+1)}{R^2}. \tag{2}$$

$Q$ is the leaked norm, and $\kappa$ is the local decay constant, since (1) gives $u''/u=\kappa^2$ at $R$. The core regime means $\kappa^2>0$, all radial nodes inside $R$, and $Q\ll1$. Regular solutions are taken positive near the origin.

The example is NaCl(g) at a round bond length $d=4.5$ bohr, roughly the equilibrium value, in LDA (Slater exchange, VWN5 correlation) with the def2-TZVP basis. The Kohn–Sham potential is averaged over directions about Na. The Cl nucleus contributes $-17/\max(r,d)$, because in the Legendre expansion $|\mathbf r-\mathbf d|^{-1}=\sum_L r_<^L\,r_>^{-L-1}P_L(\cos\theta)$ every term with $L\ge1$ averages to zero. This averaged potential, used for all $r$, is the reference continuation, with level $\varepsilon_0$ and function $u_0$. It gives $-2.0882$ Ha for 2s and $-1.0872$ Ha for 2p, against molecular orbital energies of $-2.0881$ Ha and $-1.0857$ Ha (the mean of the three 2p orbitals). The radial reference omits the non-spherical potential and mixing with Cl orbitals. Both sets of energies carry a basis error, the radial levels through the density, and both omit relativity and share the error of the functional. The digits shown serve to compare formulas in one fixed potential and are not converged in the basis. With def2-QZVP (density-fitted Coulomb term) the two levels fall by about 4 mHa to $-2.0923$ and $-1.0912$ Ha. At $R=2.0$ bohr, $V(R)$ becomes $-0.5106$ Ha, $V'(R)$ 0.477 Ha/bohr, the leaked norm of 2p 2.03 %, the constant shifts $-0.673$ and $-2.505$ mHa, and the wall shifts 50.35 and 79.9 mHa. The omitted spin-orbit splitting of Na 2p is about 0.18 eV at first order in this potential, larger than the constant-continuation shift, and in LAPW practice a state with this much leakage is usually treated as a semicore state in the valence basis. Apart from these comparisons and the Na$^+$ values given later, the numbers quoted are in the numerical output after the text or follow from it by the arithmetic shown.

### Green's identity for two solutions

Let $u_a$ and $u_b$ solve (1) with the same $l$, potentials $V_a$, $V_b$ and energies $\varepsilon_a$, $\varepsilon_b$. Multiply the equation for $u_b$ by $u_a$, multiply the equation for $u_a$ by $u_b$, and subtract. The centrifugal terms cancel, and with $\Delta V=V_b-V_a$,

$$-\tfrac12(u_au_b''-u_bu_a'')+\Delta V\,u_au_b=(\varepsilon_b-\varepsilon_a)\,u_au_b .$$

The Wronskian $W=u_au_b'-u_bu_a'$ has $W'=u_au_b''-u_bu_a''$, because the two terms $u_a'u_b'$ cancel. Integration from $r_1$ to $r_2$ gives

$$(\varepsilon_b-\varepsilon_a)\int_{r_1}^{r_2}u_au_b\,dr=\int_{r_1}^{r_2}u_a\,\Delta V\,u_b\,dr-\tfrac12\big[W\big]_{r_1}^{r_2}. \tag{3}$$

It requires $u$ and $u'$ to be continuous on the interval, which holds when $V$ has kinks or finite steps. At the origin $W\to0$ for regular solutions, since $u\to0$ while $u'$ stays finite. At infinity $W\to0$ for bound states.

For two finite continuations of the same interior potential, $\Delta V=0$ for $r\le R$. Taking $r_1=0$, $r_2=\infty$,

$$(\varepsilon_b-\varepsilon_a)\int_0^\infty u_au_b\,dr=\int_R^\infty u_a\,\Delta V\,u_b\,dr. \tag{4}$$

No expansion has been made. Equation (4) was tested numerically, with levels found by shooting on the left and quadrature on the right, for 2s and 2p at every radius of the scan in the output.

### First order: the tail-weighted difference

Join the two continuations by $V_\lambda=V_a+\lambda\Delta V$, and assume that the level stays bound and isolated for $0\le\lambda\le1$. Radial bound states of given $l$ are non-degenerate, so $u_\lambda$ is then continuous in $\lambda$. Apply (4) to $\lambda$ and $\lambda'$, whose potentials differ by $(\lambda'-\lambda)\Delta V$, divide by $\lambda'-\lambda$, and let $\lambda'\to\lambda$. The overlap tends to 1, and

$$\frac{d\varepsilon}{d\lambda}=\int_R^\infty u_\lambda^2\,\Delta V\,dr. \tag{5}$$

At $\lambda=0$ this is the first-order shift,

$$\delta\varepsilon^{(1)}=\int_R^\infty u_a^2\,\Delta V\,dr=Q_a\,\langle\Delta V\rangle_{\rm tail},\qquad \langle f\rangle_{\rm tail}=\frac{1}{Q_a}\int_R^\infty u_a^2f\,dr. \tag{6}$$

The sensitivity factors into the leaked norm and an average of the potential difference over the tail. Equivalently $\delta\varepsilon/\delta V(r)=u(r)^2$, so the potential a few decay lengths beyond $R$ is weighted exponentially less than the potential just outside it. A constant added to $V$ at all $r$ changes neither $\Delta V$ nor $u$, so the shifts do not depend on the energy zero. Equation (5) was tested by a finite difference in $\lambda$ at $\lambda=0$.

Write $F_a=\int_R^\infty u_a^2\Delta V$ and $F_b=\int_R^\infty u_b^2\Delta V$ for the slopes at the two ends. For the lowest state of a given $l$ they bracket the shift. The radial Hamiltonians obey $\hat h_b=\hat h_a+\Delta V$, and the variational principle for $\hat h_b$ with trial function $u_a$ gives $\varepsilon_b\le\varepsilon_a+F_a$. The same principle for $\hat h_a$ with trial function $u_b$ gives $\varepsilon_a\le\varepsilon_b-F_b$. Together,

$$F_b\le\varepsilon_b-\varepsilon_a\le F_a\qquad(\text{nodeless state}). \tag{7}$$

For a state with nodes the variational step is not available and (7) is not guaranteed. For any isolated state and small $\Delta V$, the mean of the slopes is accurate to one order higher than either one. If $\varepsilon(\lambda)=\varepsilon_a+e_1\lambda+e_2\lambda^2+e_3\lambda^3+\dots$, then $F_a=e_1$ and $F_b=e_1+2e_2+3e_3$ by (5), while the shift is $e_1+e_2+e_3$. Hence

$$\tfrac12(F_a+F_b)-(\varepsilon_b-\varepsilon_a)=\tfrac12e_3+\dots, \tag{8}$$

and the mean is correct through second order in $\Delta V$.

### Logarithmic-derivative form

The same physics can be written at the sphere boundary. Let $D_{\rm in}(\varepsilon)$ be the logarithmic derivative at $R$ of the regular solution and $D_{\rm out}(\varepsilon)$ that of the solution decaying at infinity. An eigenvalue satisfies $D_{\rm in}=D_{\rm out}$. At $R$ the Wronskian is $W=u_au_b(D_b-D_a)$.

Inside, apply (3) on $[0,R]$ to energies $\varepsilon$ and $\varepsilon+\delta\varepsilon$ with $\Delta V=0$. To first order $\delta\varepsilon\,N_{\rm in}=-\tfrac12u(R)^2\delta D_{\rm in}$, with $N_{\rm in}=\int_0^Ru^2$. Outside, apply (3) on $[R,\infty)$, where $[W]_R^\infty=-W(R)$, and allow a change $\delta V$ as well: $\delta\varepsilon\,N_{\rm out}=\int_R^\infty u^2\delta V+\tfrac12u(R)^2\delta D_{\rm out}$, with $N_{\rm out}=\int_R^\infty u^2$. Therefore

$$\dot D_{\rm in}=-\frac{2N_{\rm in}}{u(R)^2},\qquad \dot D_{\rm out}=+\frac{2N_{\rm out}}{u(R)^2},\qquad \delta D_{\rm out}\big|_\varepsilon=-\frac{2}{u(R)^2}\int_R^\infty u^2\,\delta V\,dr. \tag{9}$$

The first two relations were tested by finite differences in $\varepsilon$. Keeping the matching condition under $\delta V$ requires $\dot D_{\rm in}\delta\varepsilon=\dot D_{\rm out}\delta\varepsilon+\delta D_{\rm out}|_\varepsilon$. With $N_{\rm in}+N_{\rm out}=1$ the difference $\dot D_{\rm in}-\dot D_{\rm out}$ is $-2/u(R)^2$, so

$$\delta\varepsilon=-\tfrac12u(R)^2\,\delta D_{\rm out}\big|_\varepsilon, \tag{10}$$

which turns into (6) on inserting the third relation of (9). The eigenvalue depends on the continuation through the one function $D_{\rm out}(\varepsilon)$. A higher outside potential makes $D_{\rm out}$ more negative, the tail steeper and the level higher.

### The constant continuation

Take $V=V(R)+h$ for $r>R$, where $h=0$ is the continuous constant continuation and $h\neq0$ adds a step. Define $k_h^2=2[V(R)+h-\varepsilon]$, without the centrifugal term. The level is bound when $k_h^2>0$. For $l=0$, (1) reads $u''=k_h^2u$ and the decaying solution is $e^{-k_hr}$. For $l=1$ it is $u=e^{-k_hr}\,[1+1/(k_hr)]$. Differentiating twice gives $u''=e^{-k_hr}\{k_h^2[1+1/(k_hr)]+2/r^2+2/(k_hr^3)\}=(k_h^2+2/r^2)\,u$, as (1) demands. The logarithmic derivatives are

$$D_{\rm out}=-k_h\ \ (l=0),\qquad D_{\rm out}=-k_h-\frac{1}{R\,(1+k_hR)}\ \ (l=1), \tag{11}$$

where the last term is the derivative $-1/(k_hR^2)$ of the bracket divided by the bracket $1+1/(k_hR)$. Both forms were tested against inward integration. For $l=0$, $\dot k_h=-1/k_h$ gives $\dot D_{\rm out}=1/k_h$, and (9) then gives $N_{\rm out}=u(R)^2/(2k_h)$, the integral of $u(R)^2e^{-2k_h(r-R)}$.

Two derivatives follow from (5) without approximation. Changing $h$ means $\delta V=\delta h$ on the whole tail, so

$$\frac{d\varepsilon}{dh}=Q_h, \tag{12}$$

the leaked norm at that $h$. Moving the sphere from $R$ to $R+dR$ at $h=0$, in a fixed underlying $V(r)$, changes the potential by $V(r)-V(R)=O(dR)$ in a shell of width $dR$, which contributes $O(dR^2)$, and by $V'(R)\,dR$ beyond the shell. With $\varepsilon_c$ and $Q_c$ the level and leaked norm of the constant continuation,

$$\frac{d\varepsilon_c}{dR}=Q_c\,V'(R). \tag{13}$$

A core level computed with this rule therefore drifts with the sphere radius even when the physical potential does not change. Equation (12) at $h=0$ and equation (13) were tested by finite differences.

For the shift $\Delta_c=\varepsilon_c-\varepsilon_0$ from the reference, $\Delta V=V(R)-V(r)$. If $V(r)\ge V(R)$ on the tail, every $d\varepsilon/d\lambda$ in (5) is negative and $\Delta_c<0$. A closed estimate uses two approximations in $s=r-R$: the tail $u_0^2\approx u_0(R)^2e^{-2\kappa s}$, which needs $\kappa$ to vary little over a distance $1/\kappa$, and the linear form $\Delta V\approx-V'(R)\,s$, which needs $|V''|/\kappa\ll V'$. With $\int_0^\infty e^{-2\kappa s}ds=1/(2\kappa)$ and $\int_0^\infty s\,e^{-2\kappa s}ds=1/(4\kappa^2)$,

$$Q\approx\frac{u_0(R)^2}{2\kappa},\qquad \Delta_c\approx-\frac{u_0(R)^2\,V'(R)}{4\kappa^2}\approx-Q\,\frac{V'(R)}{2\kappa}. \tag{14}$$

The tail samples the potential at the mean distance $1/(2\kappa)$ outside the sphere. If $V$ is concave over the tail, $V(r)-V(R)\le V'(R)s$, and the linear form overstates the magnitude of the first-order shift.

The constant continuation fails qualitatively when $\varepsilon$ approaches $V(R)$. For $l=0$ the tail length $1/(2k_0)$ then diverges, $Q_c$ is no longer small, and the level ceases to be bound once the matching condition has no root below $V(R)$. The expansion in $\Delta V$ also fails if the outside potential holds a second well with a level near $\varepsilon_0$, since the assumption of an isolated level is lost.

### Hydrogen 1s as a controlled limit

For $V=-1/r$, $u_0=2re^{-r}$ and $\varepsilon_0=-\tfrac12$. Integration by parts gives $\int_R^\infty4re^{-2r}dr=(2R+1)e^{-2R}$ and $Q=\int_R^\infty4r^2e^{-2r}dr=(2R^2+2R+1)e^{-2R}$. With $\Delta V=-1/R+1/r$,

$$F_a=-\frac QR+(2R+1)e^{-2R}=\Big[-2R-2-\frac1R+2R+1\Big]e^{-2R}=-\Big(1+\frac1R\Big)e^{-2R}. \tag{15}$$

The estimate (14) has $\kappa^2=1-2/R$, $V'=1/R^2$ and $u_0(R)^2=4R^2e^{-2R}$, and equals $-e^{-2R}/(1-2/R)$. The ratio of (15) to it is $(1+1/R)(1-2/R)$, which tends to 1 with a correction $-1/R$.

The full shift is known independently. Put $u=re^{-kr}f$ with $k^2=-2\varepsilon$ into $u''=(k^2-2/r)u$. Since $u''=e^{-kr}[rf''+(2-2kr)f'+(k^2r-2k)f]$, the equation becomes $rf''+(2-2kr)f'+(2-2k)f=0$. In $z=2kr$, after division by $2k$, this is Kummer's equation $zf_{zz}+(2-z)f_z-(1-1/k)f=0$, with regular solution $f=M(1-1/k,\,2,\,2kr)$. Matching its logarithmic derivative to $-k_0=-\sqrt{k^2-2/R}$ fixes $\varepsilon_c$. The ratio of this shift to (15) is 1.0755, 1.0164, 1.0039 and 1.00095 at $R=5$, 10, 20 and 40 bohr. Its ratio to (14) is 0.774, 0.894, 0.949 and 0.975, and the last value is the product $1.025\times0.95\times1.00095$. The excess over first order falls like $R^{-2}$ and not like $Q\sim R^2e^{-2R}$, so a small leaked norm does not by itself make (6) accurate in relative terms. The coefficient of this excess is derived in Part II.

### Sodium 2s and 2p with the constant continuation

At $R=2.0$ bohr, $V(R)=-0.5097$ Ha and $V'(R)=0.4743$ Ha/bohr. For 2p, $\kappa^2=2(1.0872-0.5097)+2/4=1.655$ bohr$^{-2}$ and $\kappa=1.286$ bohr$^{-1}$. For 2s, $\kappa^2=2(2.0882-0.5097)=3.157$ bohr$^{-2}$ and $\kappa=1.777$ bohr$^{-1}$. The tail lengths $Q/u_0(R)^2$ are 0.373 and 0.269 bohr, each about 4 % below the values $1/(2\kappa)$ of 0.389 and 0.281 bohr.

The first-order shift (6) for 2p is $0.020518\times(-0.1085\ \text{Ha})=-2.226$ mHa, and for 2s it is $0.007289\times(-0.0874\ \text{Ha})=-0.637$ mHa. The comparison with the directly solved shifts, in mHa, is:

| | $F_a$ | $F_b$ | mean | $\Delta_c$ | Eq. (14) |
|---|---|---|---|---|---|
| 2s | −0.637 | −0.709 | −0.673 | −0.672 | −1.018 |
| 2p | −2.226 | −2.847 | −2.537 | −2.509 | −3.939 |

Relative to $\Delta_c$, the first-order value is 5 % too small in magnitude for 2s and 11 % for 2p, while the mean (8) is off by 0.2 % and 1.1 %. The bracket (7) was tested for 2p. The 2s numbers happen to obey it as well, although the proof does not cover them. $F_b$ is larger in magnitude than $F_a$, in line with the larger tail in the lowered potential: $Q_c=0.0243$ against $Q=0.0205$ for 2p.

The gradient estimate, $0.054968\times0.47434/(4\times1.655)=3.94$ mHa for 2p, overshoots $|\Delta_c|$ by a factor 1.57, and by 1.51 for 2s. Its condition on the curvature is violated. The values $V=-0.6237$, $-0.5097$ and $-0.4295$ Ha at 1.8, 2.0 and 2.2 bohr give the second difference $V''\approx-0.0338/0.04=-0.85$ Ha/bohr$^2$, so $|V''|/\kappa$ is 0.66 Ha/bohr for 2p, larger than $V'$. The next Taylor term of the tail average is $-\tfrac12V''\langle s^2\rangle$ with $\langle s^2\rangle=2/(2\kappa)^2$, which is $-V''/(4\kappa^2)=+0.128$ Ha. Added to $-V'/(2\kappa)=-0.184$ Ha it gives $-0.056$ Ha, on the other side of the computed $-0.1085$ Ha. The first two partial sums thus miss by comparable amounts in opposite directions, and at this radius the integral (6) has to be done by quadrature.

The drift (13) is $0.024289\times0.47434=11.52$ mHa/bohr for 2p and $0.0078191\times0.47434=3.709$ mHa/bohr for 2s, against finite differences of 11.53 and 3.711 mHa/bohr. The 2p reference level differs from the molecular orbital energy by 1.5 mHa, which is of the same order as $|\Delta_c|=2.5$ mHa. That difference is no measure of the non-spherical terms. The mean over the three 2p orbitals cancels them at first order, because $\sum_m|Y_{1m}|^2$ is spherical, and a gap of the same size arises for the free, spherical Na$^+$ ion in this basis. With def2-QZVP the gap falls to 1.1 mHa for both the molecule and the ion, while the level itself moves by about 4 mHa. At this radius the error of the constant continuation is thus of the same order as the basis errors of the 2p energy.

### Radial integration

On a logarithmic grid set $x=\ln r$ and $u=r^{1/2}y$. Then $u'=r^{-1/2}(y_x+\tfrac12y)$, and a second derivative gives $u''=-\tfrac12r^{-3/2}(y_x+\tfrac12y)+r^{-3/2}(y_{xx}+\tfrac12y_x)=r^{-3/2}(y_{xx}-\tfrac14y)$. Equation (1) becomes

$$y_{xx}=\big[(l+\tfrac12)^2+2r^2(V-\varepsilon)\big]\,y,\qquad D=\frac1R\Big(\frac{y_x}{y}+\frac12\Big). \tag{16}$$

A grid point belongs at $R$ and at any other kink of $V$, because the error order of an integrator assumes smooth coefficients within a step. The outer solution is integrated inward, the direction in which it grows. The root function $u_{\rm in}'u_{\rm out}-u_{\rm in}u_{\rm out}'$ is preferable to $D_{\rm in}-D_{\rm out}$, since it has the same zeros at eigenvalues and no pole where $u_{\rm in}(R)=0$. For a constant outside, $u_{\rm in}'-D_{\rm out}u_{\rm in}$ with (11) removes the outer integration and its overflow at large $k_h$.

## Part II. The confining wall and the steps that lead to it

The symbols carried over are these. The radial function $u$ obeys (1) with Hamiltonian $\hat h$. The reference state has level $\varepsilon_0$, function $u_0$ normalized on all $r$, leaked norm $Q=\int_R^\infty u_0^2$ and logarithmic derivative $D_0$ at $R$, and $\kappa^2=2[V(R)-\varepsilon_0]+l(l+1)/R^2$. Green's identity (3) on $[0,R]$, where all continuations share one potential, reads

$$(\varepsilon_b-\varepsilon_a)\int_0^Ru_au_b\,dr=-\tfrac12\,(u_au_b'-u_bu_a')\big|_R. \tag{17}$$

The results used are $\dot D_{\rm in}=-2N_{\rm in}/u(R)^2$ from (9), the slope (5), the logarithmic derivatives (11) of a constant outside potential $V(R)+h$, the rule $d\varepsilon/dh=Q_h$, and the estimates $Q\approx u_0(R)^2/(2\kappa)$ and $\Delta_c\approx-u_0(R)^2V'/(4\kappa^2)$.

For finite continuations, the level shift is to first order the leaked norm times the tail-averaged potential difference, and for Na 2s and 2p the constant continuation lowers the levels by 0.67 and 2.51 mHa at $R=2.0$ bohr. What remains is the boundary formula for the confining wall, the finite steps that lead to it, and the second-order coefficient of the constant-continuation shift.
